# Why the primitive action fails for the attractive Coulomb potential: a program that tests the result

```python
"""
Result under test: for an electron in V = -1/r + omega^2 r^2/2 the partition
function Z = Tr exp(-beta H) is finite, but its primitive P-bead version is
infinite for every finite P, since exp(tau/r), tau = beta/P, is not integrable.
The divergence is exposed with -1/max(r, cutoff) and cutoff -> 0.  Bounded
actions, built from the Coulomb potential averaged over free paths, converge
to Z: the plain one with an error linear in tau, the balanced one faster.
Hartree atomic units: lengths in bohr, energies in hartree, beta in 1/hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf, eval_genlaguerre, gammainc, ive, logsumexp

BETA, OMEGA = 4.0, 0.5
L_VALUES = range(9)
BEADS = (4, 16, 64, 256)
CUTOFFS = (0.2, 0.05, 0.01, 0.002, 0.0005)
GL_X, GL_W = np.polynomial.legendre.leggauss(10)


def panel_grid(core, first_width, r_max, widest=0.5):
    """Gauss-Legendre panels: [0, core], then widths doubling up to widest."""
    edges, width = [0.0, core], first_width
    while edges[-1] < r_max:
        edges.append(min(edges[-1] + width, r_max))
        width = min(2 * width, widest)
    edges = np.array(edges)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    r = (middle[:, None] + half[:, None] * GL_X).ravel()
    return r, (half[:, None] * GL_W).ravel()


def log_bead_partition(beads, r, w, potential):
    """ln Tr (free propagator times exp(-tau V))^beads, summed over l."""
    tau = BETA / beads
    floor = potential.min()
    factor = np.sqrt(w) * np.exp(-tau * (potential - floor) / 2)
    i, j = np.triu_indices(len(r))
    near = (r[i] - r[j])**2 < 80 * tau   # farther links are below exp(-40)
    i, j = i[near], j[near]
    z = r[i] * r[j] / tau
    common = (factor[i] * factor[j] * np.sqrt(r[i] * r[j]) / tau
              * np.exp(-(r[i] - r[j])**2 / (2 * tau)))
    logs = []
    for l in L_VALUES:
        matrix = np.zeros((len(r), len(r)))
        matrix[j, i] = common * ive(l + 0.5, z)
        lam = np.linalg.eigvalsh(matrix)
        logs.append(np.log(2 * l + 1) + beads * np.log(lam[lam > 0]))
    return logsumexp(np.concatenate(logs)) - BETA * floor


def levels(l, cutoff, charge=1.0, omega=OMEGA, size=30, alpha=2.0):
    """Radial energies in a Laguerre basis, and (u'(0))^2/(4 pi), which for
    l = 0 is the density of each state at the nucleus."""
    core = cutoff if cutoff > 0 else 0.01
    r, w = panel_grid(core, min(core, 0.5), 60.0)
    n = np.arange(size)[:, None]
    shape = r**(l + 1) * np.exp(-alpha * r)
    u = shape * eval_genlaguerre(n, 2 * l + 2, 2 * alpha * r)
    du = ((l + 1) / r - alpha) * u
    du[1:] -= 2 * alpha * shape * eval_genlaguerre(
        n[:-1], 2 * l + 3, 2 * alpha * r)
    norm = np.sqrt((w * u * u).sum(axis=1))[:, None]
    u, du = u / norm, du / norm
    v = (l * (l + 1) / (2 * r**2) - charge / np.maximum(r, cutoff)
         + omega**2 * r**2 / 2)
    energy, vectors = eigh((du * w) @ du.T / 2 + (u * w * v) @ u.T,
                           (u * w) @ u.T)
    slope = ((n + 1) * (n + 2) / 2 / norm)[:, 0] @ vectors
    return energy, slope**2 / (4 * np.pi)


def log_exact_partition(cutoff, charge=1.0):
    return logsumexp(np.concatenate(
        [np.log(2 * l + 1) - BETA * levels(l, cutoff, charge)[0]
         for l in L_VALUES]))


# Reference diagonalization checked on two solvable cases.
free_energy, free_density = levels(0, 0.0, omega=0.0)
assert abs(free_energy[0] + 0.5) < 1e-7
assert abs(free_density[0] - 1 / np.pi) < 1e-5
assert abs(log_exact_partition(0.0, charge=0.0)
           + 3 * np.log(2 * np.sinh(BETA * OMEGA / 2))) < 1e-5
s_energy, s_density = levels(0, 0.0)
ln_z = log_exact_partition(0.0)
nuclear_density = np.sum(s_density * np.exp(-BETA * s_energy - ln_z))
ln_upper = BETA - 3 * np.log(2 * np.sinh(BETA * OMEGA / np.sqrt(8)))
assert ln_z < ln_upper
kelvin = physical_constants["hartree-kelvin relationship"][0] / BETA
print(f"beta = {BETA} 1/hartree, omega = {OMEGA} hartree, T = {kelvin:.0f} K")
print(f"free hydrogen ground level (basis check) = "
      f"{free_energy[0]:.6f} hartree")
print(f"trapped hydrogen ground level = {s_energy[0]:.5f} hartree")
print(f"true Z = {np.exp(ln_z):.4f}, ln Z = {ln_z:.4f} (no unit)")
print(f"proved upper bound on Z = {np.exp(ln_upper):.3f} (no unit)")
print(f"thermal density at the nucleus = {nuclear_density:.4f} 1/bohr^3")

# Integrability of r^(-g tau) for a logarithmic well V = g ln r.
finite = quad(lambda r: 4 * np.pi * r**2 * r**(-2.0), 0, 1)[0]
assert abs(finite - 4 * np.pi / (3 - 2)) < 1e-8
decades = [quad(lambda y: 4 * np.pi * np.exp(3 * y) * np.exp(-3 * y),
                -k * np.log(10), 0)[0] for k in (1, 2, 3)]
assert np.allclose(np.diff(decades), 4 * np.pi * np.log(10))

# Truncated Coulomb potential: both orders of the two limits.
print("ln Z_P(cutoff), no unit; columns P = " + ", ".join(map(str, BEADS))
      + "; then exact ln Z(cutoff)")
table, exact = {}, {}
for eps in CUTOFFS:
    exact[eps] = log_exact_partition(eps)
    for beads in BEADS:
        tau = BETA / beads
        r, w = panel_grid(eps, min(eps**2 / tau, 2 * eps, 0.5), 8.0)
        v = -1 / np.maximum(r, eps) + OMEGA**2 * r**2 / 2
        table[eps, beads] = log_bead_partition(beads, r, w, v)
        collapse = beads * (np.log(4 * np.pi / 3 * eps**3)
                            - 1.5 * np.log(2 * np.pi * tau) + tau / eps
                            - 2 * eps**2 / tau - tau * OMEGA**2 * eps**2 / 2)
        assert table[eps, beads] > collapse - 1e-6
    row = [table[eps, beads] for beads in BEADS]
    assert all(a > b - 1e-5 for a, b in zip(row, row[1:]))
    assert row[-1] > exact[eps] - 1e-4
    print(f"cutoff {eps:.4f} bohr: " + "  ".join(f"{x:.4f}" for x in row)
          + f" | {exact[eps]:.4f}")
assert abs(table[0.2, 256] - exact[0.2]) < 5e-3
assert abs(exact[0.0005] - ln_z) < 1e-3
assert all(table[0.0005, beads] > ln_z + 100 for beads in BEADS)
eps, beads = 0.002, 4
tau = BETA / beads
asymptote = beads * (np.log(4 * np.pi / 3 * eps**3) + tau / eps
                     - 1.5 * np.log(2 * np.pi * tau) + np.log1p(3 * eps / tau))
assert abs(asymptote - table[eps, beads]) < 1e-3
print(f"collapse formula, P = {beads}, cutoff {eps} bohr: ln Z_P = "
      f"{asymptote:.4f} (no unit)")

# How the singular region hides: one bead, both neighbours at the nucleus.
print("hidden region for one bead with both neighbours at the nucleus:")
previous = 1.0
for beads in (16, 64, 256, 4096):
    tau = BETA / beads
    outer = quad(lambda r: 4 * np.pi * r**2 * np.exp(tau / r - r**2 / tau),
                 tau / 2, 10 * np.sqrt(tau), limit=200)[0]

    def excess(u_c):
        inner = quad(lambda u: np.exp(u - tau / u**2) / u**4, 2, u_c)[0]
        return np.log(4 * np.pi * tau**3 * inner / outer)

    r_c = tau / brentq(excess, 2.001, 60)
    chance = quad(lambda r: 4 * np.pi * r**2 * np.exp(-r**2 / tau)
                  / (np.pi * tau)**1.5, 0, r_c, epsabs=0)[0]
    assert abs(chance / gammainc(1.5, r_c**2 / tau) - 1) < 1e-6
    small_r = 4 / (3 * np.sqrt(np.pi)) * (r_c / np.sqrt(tau))**3
    assert abs(small_r / chance - 1) < 0.01 and chance < previous
    previous = chance
    print(f"P = {beads}: tau = {tau:.6f} 1/hartree, r_c = {r_c:.3e} bohr, "
          f"hit probability = {chance:.2e}")
draws = 200000
points = np.random.default_rng(7).normal(0, np.sqrt(tau / 2), (draws, 3))
sample = np.exp(tau / np.linalg.norm(points, axis=1)).mean()
regular = outer / (np.pi * tau)**1.5
assert abs(sample - regular) < 0.01
print(f"P = {beads}, {draws} draws: sampled mean of exp(tau/r) = {sample:.4f}")
print(f"  integral over r > tau/2 only = {regular:.4f}; full mean is infinite")

# Coulomb potential averaged over free bridges that start and end at r.
THETA_X, THETA_W = np.polynomial.legendre.leggauss(80)
SINE = np.sin(np.pi * (THETA_X + 1) / 2)


def averaged_action(r, tau):
    r = np.atleast_1d(r)[:, None]
    values = SINE * erf(r * np.sqrt(2 / tau) / SINE)
    return -(tau / (2 * r[:, 0])) * (values @ THETA_W) * np.pi / 2


def plain_potential(r, tau):
    return averaged_action(r, tau) / tau


def balanced_potential(r, tau):
    return 2 * plain_potential(r, tau) - plain_potential(r, 2 * tau)


def averaged_by_definition(r, tau):
    def mean_inverse(t):
        s = t * (tau - t) / tau
        low, high = max(0.0, r - 8 * np.sqrt(s)), r + 8 * np.sqrt(s)
        return quad(lambda q: (np.exp(-(q - r)**2 / (2 * s))
                               - np.exp(-(q + r)**2 / (2 * s)))
                    / (r * np.sqrt(2 * np.pi * s)), low, high)[0]
    return -2 * quad(mean_inverse, 0, tau / 2, epsabs=1e-8, epsrel=1e-7)[0]


assert abs(averaged_action(0.3, 0.25)[0]
           - averaged_by_definition(0.3, 0.25)) < 1e-5
assert abs(averaged_action(1e-6, 0.25)[0] + np.sqrt(np.pi / 2)) < 1e-4

# Volume integral of (bounded potential + 1/r): the source of the linear bias.
r, w = panel_grid(0.02, 0.04, 8.0)
shell = 4 * np.pi * r**2 * w
plain_bias = shell @ (plain_potential(r, 0.25) + 1 / r)
balanced_bias = shell @ (balanced_potential(r, 0.25) + 1 / r)
assert abs(plain_bias - np.pi * 0.25 / 3) < 1e-4
assert abs(balanced_bias) < 1e-4

# Exact Coulomb density matrix at the nucleus from bound and continuum states.
print("ln of exact/free density matrix at the nucleus (no unit):")
n = np.arange(1, 20001)
for tau in (0.25, 0.0625):
    bound = np.sum(np.exp(tau / (2 * n**2)) / (np.pi * n**3.0))
    continuum = quad(lambda k: k / np.pi / -np.expm1(-2 * np.pi / k)
                     * np.exp(-tau * k**2 / 2), 0, 12 / np.sqrt(tau),
                     epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    contact = np.log((2 * np.pi * tau)**1.5 * (bound + continuum))
    first = np.sqrt(2 * np.pi * tau)
    assert contact > first
    assert abs((contact - first) / tau - (np.pi**2 / 3 - np.pi)) < 0.015
    print(f"tau = {tau} 1/hartree: exact {contact:.5f}, sqrt(2 pi tau) = "
          f"{first:.5f}, with next term {first + (np.pi**2/3-np.pi)*tau:.5f}")

# Both bounded actions used in the same bead partition function.
print("bounded actions, no cutoff; Z has no unit, errors in percent of Z:")
plain_error, balanced_error, law_ratio = {}, {}, {}
for beads in BEADS + (1024,):
    tau = BETA / beads
    r, w = panel_grid(0.02, 0.04, 8.0, widest=0.25 if beads > 256 else 0.5)
    trap = OMEGA**2 * r**2 / 2
    ln_plain = log_bead_partition(beads, r, w, plain_potential(r, tau) + trap)
    ln_balanced = log_bead_partition(
        beads, r, w, balanced_potential(r, tau) + trap)
    plain_error[beads] = np.expm1(ln_plain - ln_z)
    balanced_error[beads] = np.expm1(ln_balanced - ln_z)
    law = -np.pi / 3 * BETA * tau * nuclear_density
    law_ratio[beads] = (ln_plain - ln_z) / law
    print(f"P = {beads}: plain Z = {np.exp(ln_plain):.4f}, error "
          f"{100 * plain_error[beads]:.3f}; balanced Z = "
          f"{np.exp(ln_balanced):.4f}, error {100 * balanced_error[beads]:.3f}")
print("plain action: (ln Z_P - ln Z)/(linear law), no unit: "
      + ", ".join(f"P = {p}: {x:.3f}" for p, x in law_ratio.items()))
# The ratio approaches 1 with a correction of order sqrt(tau), which halves
# when P grows fourfold and is removed by extrapolation.
extrapolated = 2 * law_ratio[1024] - law_ratio[256]
print(f"  extrapolated to tau = 0: {extrapolated:.3f} (no unit)")
assert abs(extrapolated - 1) < 0.03
assert abs(balanced_error[64]) < 0.05 and abs(balanced_error[256]) < 0.02
assert abs(balanced_error[256]) < abs(balanced_error[16])

print("no test failed")
```

Output:

```
beta = 4.0 1/hartree, omega = 0.5 hartree, T = 78944 K
free hydrogen ground level (basis check) = -0.500000 hartree
trapped hydrogen ground level = -0.25681 hartree
true Z = 3.0437, ln Z = 1.1131 (no unit)
proved upper bound on Z = 15.094 (no unit)
thermal density at the nucleus = 0.4831 1/bohr^3
ln Z_P(cutoff), no unit; columns P = 4, 16, 64, 256; then exact ln Z(cutoff)
cutoff 0.2000 bohr: 2.3152  1.0801  1.0046  0.9990 | 0.9986
cutoff 0.0500 bohr: 39.4458  1.6538  1.1330  1.1063 | 1.1038
cutoff 0.0100 bohr: 339.5632  193.1857  1.2365  1.1188 | 1.1127
cutoff 0.0020 bohr: 1920.1512  1714.1712  994.9214  1.1344 | 1.1130
cutoff 0.0005 bohr: 7903.4976  7647.3338  6723.6011  3447.3566 | 1.1131
collapse formula, P = 4, cutoff 0.002 bohr: ln Z_P = 1920.1510 (no unit)
hidden region for one bead with both neighbours at the nucleus:
P = 16: tau = 0.250000 1/hartree, r_c = 2.351e-02 bohr, hit probability = 7.81e-05
P = 64: tau = 0.062500 1/hartree, r_c = 4.568e-03 bohr, hit probability = 4.59e-06
P = 256: tau = 0.015625 1/hartree, r_c = 9.494e-04 bohr, hit probability = 3.30e-07
P = 4096: tau = 0.000977 1/hartree, r_c = 4.498e-05 bohr, hit probability = 2.24e-09
P = 4096, 200000 draws: sampled mean of exp(tau/r) = 1.0363
  integral over r > tau/2 only = 1.0363; full mean is infinite
ln of exact/free density matrix at the nucleus (no unit):
tau = 0.25 1/hartree: exact 1.29254, sqrt(2 pi tau) = 1.25331, with next term 1.29038
tau = 0.0625 1/hartree: exact 0.63619, sqrt(2 pi tau) = 0.62666, with next term 0.63592
bounded actions, no cutoff; Z has no unit, errors in percent of Z:
P = 4: plain Z = 1.9170, error -37.018; balanced Z = 2.9818, error -2.032
P = 16: plain Z = 2.4289, error -20.197; balanced Z = 3.0145, error -0.959
P = 64: plain Z = 2.8045, error -7.858; balanced Z = 3.0414, error -0.075
P = 256: plain Z = 2.9680, error -2.486; balanced Z = 3.0439, error 0.009
P = 1024: plain Z = 3.0223, error -0.701; balanced Z = 3.0438, error 0.004
plain action: (ln Z_P - ln Z)/(linear law), no unit: P = 4: 0.228, P = 16: 0.446, P = 64: 0.647, P = 256: 0.796, P = 1024: 0.890
  extrapolated to tau = 0: 0.983 (no unit)
no test failed
```
